# Choosing a k-point mesh for rutile TiO2 from a spacing limit: verification in Python

```python
"""Result under test: for a tetragonal cell a = 4.59, c = 2.96 angstrom, the
smallest regular k mesh whose spacing |b_i|/N_i (2 pi included in b_i) is at
most D = 0.20 inverse angstrom is 7 x 7 x 11.
a, c: cell edges; b_i: reciprocal vectors; N_i: divisions; D: largest spacing.
The formula N_i = ceil(|b_i|/D) is compared with a search over built points.
A two-band model (not TiO2) sizes the integration error left by such a mesh."""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants

a, c, D = 4.59, 2.96, 0.20
bohr = physical_constants["Bohr radius"][0] * 1e10


def axis_spacing(cell, axis, n):
    """Largest neighbour distance among explicitly built points on one axis."""
    recip = 2 * np.pi * np.linalg.inv(cell).T
    points = np.outer(np.arange(n + 1) / n, recip[axis])
    return np.linalg.norm(np.diff(points, axis=0), axis=1).max()


def search_mesh(a_len, c_len, limit, nmax=14):
    """Allowed mesh with fewest points, and all allowed meshes."""
    cell = np.diag([a_len, a_len, c_len])
    ok = [[axis_spacing(cell, i, n) <= limit for n in range(1, nmax + 1)]
          for i in range(3)]
    allowed = [m for m in itertools.product(range(1, nmax + 1), repeat=3)
               if all(ok[i][m[i] - 1] for i in range(3))]
    return min(allowed, key=lambda m: m[0] * m[1] * m[2]), allowed


def formula_mesh(a_len, c_len, limit):
    na = math.ceil(2 * np.pi / a_len / limit)
    return na, na, math.ceil(2 * np.pi / c_len / limit)


def name(mesh):
    return " x ".join(str(n) for n in mesh)


# Reciprocal vectors: plane waves with these k have the period of the lattice.
cell = np.diag([a, a, c])
recip = 2 * np.pi * np.linalg.inv(cell).T
assert np.allclose(np.exp(1j * cell @ recip.T), 1)
lengths = np.linalg.norm(recip, axis=1)
assert np.allclose(lengths, [2 * np.pi / a, 2 * np.pi / a, 2 * np.pi / c])

# Smallest mesh by search, against the ceiling formula and the claim.
mesh, allowed = search_mesh(a, c, D)
assert mesh == formula_mesh(a, c, D) == (7, 7, 11)
assert all(m[i] >= mesh[i] for m in allowed for i in range(3))
spacing = {(i, n): axis_spacing(cell, i, n)
           for i, n in [(0, 6), (0, 7), (2, 10), (2, 11)]}
assert spacing[0, 6] > D >= spacing[0, 7]
assert spacing[2, 10] > D >= spacing[2, 11]


# Real-space meaning: which lattice vectors R does the mesh confuse with R = 0?
def shortest_alias(n_mesh):
    frac = np.array(list(itertools.product(*[np.arange(n) / n for n in n_mesh])))
    r_int = np.array(list(itertools.product(range(13), repeat=3)))
    mean = np.exp(2j * np.pi * frac @ r_int.T).mean(axis=0)
    expected = np.all(r_int % np.array(n_mesh) == 0, axis=1)
    assert np.allclose(mean, expected.astype(float), atol=1e-10)
    hit = (np.abs(mean) > 0.5) & (r_int.sum(axis=1) > 0)
    return np.linalg.norm(r_int[hit] @ cell, axis=1).min()


coarser = (6, 6, 10)
alias_good, alias_coarse = shortest_alias(mesh), shortest_alias(coarser)
assert alias_good >= 2 * np.pi / D > alias_coarse

# The mistake of leaving 2 pi out of the reciprocal lengths.
wrong_mesh = search_mesh(a, c, 2 * np.pi * D)[0]
assert wrong_mesh == (math.ceil(1 / a / D),) * 2 + (math.ceil(1 / c / D),)
assert search_mesh(a, c, 2 * np.pi * (D / (2 * np.pi)))[0] == mesh

# Lattice windows within which the same numbers of divisions are the least.
a_low, a_high = [2 * np.pi / (n * D) for n in (mesh[0], mesh[0] - 1)]
c_low, c_high = [2 * np.pi / (n * D) for n in (mesh[2], mesh[2] - 1)]
eps = 1e-6
assert search_mesh(a_low + eps, c, D)[0][0] == 7
assert search_mesh(a_low - eps, c, D)[0][0] == 8
assert search_mesh(a_high - eps, c, D)[0][0] == 7
assert search_mesh(a_high + eps, c, D)[0][0] == 6
assert search_mesh(a, c_low + eps, D)[0][2] == 11
assert search_mesh(a, c_low - eps, D)[0][2] == 12
assert search_mesh(a, c_high - eps, D)[0][2] == 11
assert search_mesh(a, c_high + eps, D)[0][2] == 10
expansion, heating = 1e-5, 700.0
thermal = expansion * heating
strained = {s: search_mesh(a * (1 + s), c * (1 + s), D)[0]
            for s in (-0.03, -0.02, 0.02, thermal)}
assert strained[-0.02] == strained[0.02] == strained[thermal] == mesh
assert strained[-0.03] != mesh

# Point operations of the rutile structure; u is a rough oxygen coordinate.
u = 0.305
atoms = [(0, (0, 0, 0)), (0, (.5, .5, .5)), (1, (u, u, 0)), (1, (-u, -u, 0)),
         (1, (.5 + u, .5 - u, .5)), (1, (.5 - u, .5 + u, .5))]


def atom_set(op, shift):
    result = set()
    for kind, pos in atoms:
        moved = np.rint(1000 * (op @ np.array(pos) + shift)).astype(int) % 1000
        result.add((kind,) + tuple(int(v) for v in moved))
    return result


original = atom_set(np.eye(3), 0.0)
operations = []
for order in [(0, 1, 2), (1, 0, 2)]:
    for signs in itertools.product([1, -1], repeat=3):
        op = np.diag(signs) @ np.eye(3, dtype=int)[list(order)]
        if any(atom_set(op, s) == original for s in (0.0, 0.5)):
            operations.append(op)
assert len(operations) == 16
orbits = set()
for point in itertools.product(*[range(n) for n in mesh]):
    images = [tuple(int(v) for v in (op @ np.array(point)) % np.array(mesh))
              for op in operations]
    orbits.add(min(images))
half_a, half_c = (mesh[0] - 1) // 2, (mesh[2] - 1) // 2
assert len(orbits) == (half_a + 1) * (half_a + 2) // 2 * (half_c + 1)

# Two-band model: integration error of the mean lower-band energy.
M, t0, t = 1.5, 1.0, 0.5


def lower_band(n_mesh, mass):
    x, y, z = np.meshgrid(*[2 * np.pi * np.arange(n) / n for n in n_mesh],
                          indexing="ij", sparse=True)
    h = t0 + 2 * t * (np.cos(x) + np.cos(y) + np.cos(z))
    return -np.sqrt(mass**2 + h**2)


def rms_error(n_mesh, mass, reference):
    """Root mean square error over 4 x 4 x 4 rigid shifts of the mesh."""
    n1, n2, n3 = n_mesh
    fine = lower_band((4 * n1, 4 * n2, 4 * n3), mass)
    means = fine.reshape(n1, 4, n2, 4, n3, 4).mean(axis=(0, 2, 4))
    return np.sqrt(np.mean((means - reference)**2))


dense = lower_band((120, 120, 120), M)
ref_gapped = dense.mean()
assert abs(ref_gapped - lower_band((90, 90, 90), M).mean()) < 1e-10
gap = -2 * dense.max()
assert abs(gap - 2 * M) < 1e-8
ref_metal = lower_band((120, 120, 120), 0.0).mean()
err_good = rms_error(mesh, M, ref_gapped)
err_coarse = rms_error(coarser, M, ref_gapped)
err_wrong = rms_error(wrong_mesh, M, ref_gapped)
err_metal = rms_error(mesh, 0.0, ref_metal)
ref_change = abs(ref_metal - lower_band((150, 150, 150), 0.0).mean())
assert err_good < 1e-3 and err_wrong > 100 * err_good
assert err_metal > 10 * err_good and ref_change < 0.1 * err_metal

print(f"cell edge a = {a:.2f} angstrom")
print(f"cell edge c = {c:.2f} angstrom")
print(f"largest allowed spacing D = {D:.2f} 1/angstrom")
print(f"the same D = {D * bohr:.4f} 1/bohr")
print(f"reciprocal length 2 pi/a = {lengths[0]:.4f} 1/angstrom")
print(f"reciprocal length 2 pi/c = {lengths[2]:.4f} 1/angstrom")
print(f"ratio (2 pi/a)/D = {lengths[0] / D:.3f}")
print(f"ratio (2 pi/c)/D = {lengths[2] / D:.3f}")
print(f"smallest allowed mesh = {name(mesh)}")
for (axis, n), value in spacing.items():
    print(f"spacing along b{axis + 1}, N = {n}: {value:.4f} 1/angstrom")
print(f"needed supercell edge 2 pi/D = {2 * np.pi / D:.2f} angstrom")
print(f"supercell edge N1 a = {mesh[0] * a:.2f} angstrom")
print(f"supercell edge N3 c = {mesh[2] * c:.2f} angstrom")
print(f"shortest alias, {name(mesh)}: {alias_good:.2f} angstrom")
print(f"shortest alias, {name(coarser)}: {alias_coarse:.2f} angstrom")
print(f"mesh if 2 pi is left out = {name(wrong_mesh)}")
print(f"same limit without 2 pi, D/(2 pi) = {D / (2 * np.pi):.4f} 1/angstrom")
print(f"N1 = 7 for a from {a_low:.3f} to below {a_high:.3f} angstrom")
print(f"N3 = 11 for c from {c_low:.3f} to below {c_high:.3f} angstrom")
print(f"shrinkage of a that reaches the edge = {100 * (1 - a_low / a):.2f} %")
print(f"shrinkage of c that reaches the edge = {100 * (1 - c_low / c):.2f} %")
print(f"rough expansion = {expansion:.0e} 1/K, heating = {heating:.0f} K")
for change, result in strained.items():
    print(f"mesh for lattice change {100 * change:+.1f} % = {name(result)}")
print(f"points in full mesh = {math.prod(mesh)}")
print(f"point operations of rutile = {len(operations)}")
print(f"distinct points, Gamma-centred = {len(orbits)}")
print(f"model M = {M:.1f} eV, t0 = {t0:.1f} eV, t = {t:.1f} eV")
print(f"model gap = {gap:.3f} eV")
print(f"model mean lower-band energy = {ref_gapped:.5f} eV")
print(f"rms error, gapped, {name(mesh)} = {err_good:.2e} eV")
print(f"rms error, gapped, {name(coarser)} = {err_coarse:.2e} eV")
print(f"rms error, gapped, {name(wrong_mesh)} = {err_wrong:.2e} eV")
print(f"rms error, M = 0, {name(mesh)} = {err_metal:.2e} eV")
print(f"error ratio, M = 0 to gapped = {err_metal / err_good:.0f}")
print("all good")
```

It prints:

```
cell edge a = 4.59 angstrom
cell edge c = 2.96 angstrom
largest allowed spacing D = 0.20 1/angstrom
the same D = 0.1058 1/bohr
reciprocal length 2 pi/a = 1.3689 1/angstrom
reciprocal length 2 pi/c = 2.1227 1/angstrom
ratio (2 pi/a)/D = 6.844
ratio (2 pi/c)/D = 10.613
smallest allowed mesh = 7 x 7 x 11
spacing along b1, N = 6: 0.2281 1/angstrom
spacing along b1, N = 7: 0.1956 1/angstrom
spacing along b3, N = 10: 0.2123 1/angstrom
spacing along b3, N = 11: 0.1930 1/angstrom
needed supercell edge 2 pi/D = 31.42 angstrom
supercell edge N1 a = 32.13 angstrom
supercell edge N3 c = 32.56 angstrom
shortest alias, 7 x 7 x 11: 32.13 angstrom
shortest alias, 6 x 6 x 10: 27.54 angstrom
mesh if 2 pi is left out = 2 x 2 x 2
same limit without 2 pi, D/(2 pi) = 0.0318 1/angstrom
N1 = 7 for a from 4.488 to below 5.236 angstrom
N3 = 11 for c from 2.856 to below 3.142 angstrom
shrinkage of a that reaches the edge = 2.22 %
shrinkage of c that reaches the edge = 3.51 %
rough expansion = 1e-05 1/K, heating = 700 K
mesh for lattice change -3.0 % = 8 x 8 x 11
mesh for lattice change -2.0 % = 7 x 7 x 11
mesh for lattice change +2.0 % = 7 x 7 x 11
mesh for lattice change +0.7 % = 7 x 7 x 11
points in full mesh = 539
point operations of rutile = 16
distinct points, Gamma-centred = 60
model M = 1.5 eV, t0 = 1.0 eV, t = 0.5 eV
model gap = 3.000 eV
model mean lower-band energy = -2.09139 eV
rms error, gapped, 7 x 7 x 11 = 4.69e-07 eV
rms error, gapped, 6 x 6 x 10 = 4.32e-06 eV
rms error, gapped, 2 x 2 x 2 = 1.12e-01 eV
rms error, M = 0, 7 x 7 x 11 = 1.05e-03 eV
error ratio, M = 0 to gapped = 2246
all good
```
